# Self-heating and negative differential resistance in a thermally activated conductor: test program

```python
# Lumped activated conductor with self-heating.
#   R(T) = R0 (T/T0)^(-m) exp[(Ea/k)(1/T - 1/T0)],  V = R I,  T - T0 = Rth V I.
# Result under test (m = 0): dV/dI = R (1-x)/(1+x), x = Ea (T-T0)/(k T^2);
# negative differential resistance (NDR) exists only for Ea > 4 k T0, between
# T/T0 = [1 -+ sqrt(1-4 eps)]/(2 eps), eps = k T0/Ea; onset rise -> k T0^2/Ea as eps -> 0.
# For -1 < m < 1 the critical Ea/(k T0) is (1+sqrt(1-m))^2; for m > 1 NDR always occurs.
# Reduced symbols: th = T/T0, a = Ea/(k T0), r = R/R0, j = I sqrt(Rth R0/T0),
# v = j r (so th - 1 = v j), rl = load resistance/R0, time in units of Rth*C.
import math
import numpy as np
import sympy as sp
from scipy.constants import k as kJ, e as qe
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import solve_ivp, quad

kB = kJ / qe  # eV/K

def ln_r(th, a, m=0.0):
    return a * (1 / th - 1) - m * math.log(th)

def theta_at(lnj, a, m=0.0):
    # heat balance solved at imposed current, unknown u = ln(th - 1);
    # f grows as (1+m) u at large u, so the bracket must exceed 2 ln j/(1+m)
    f = lambda u: u - ln_r(1 + math.exp(u), a, m) - 2 * lnj
    return 1 + math.exp(brentq(f, -80, 200, xtol=1e-15, rtol=1e-15, maxiter=300))

def ln_v(lnj, a, m=0.0):
    return lnj + ln_r(theta_at(lnj, a, m), a, m)

def slope(lnj, a, m=0.0, h=1e-4):  # numerical dlnV/dlnI
    return (ln_v(lnj + h, a, m) - ln_v(lnj - h, a, m)) / (2 * h)

def min_slope(a, m=0.0):
    grid = np.linspace(-6, 22, 57)
    c = grid[int(np.argmin([slope(g, a, m) for g in grid]))]
    res = minimize_scalar(slope, bounds=(c - 0.5, c + 0.5), args=(a, m),
                          method="bounded", options={"xatol": 1e-7})
    return res.x, res.fun

def turning(a):  # ln j of the maximum and minimum of V(I), found numerically
    mid, _ = min_slope(a)
    return brentq(slope, -6, mid, args=(a,)), brentq(slope, mid, 22, args=(a,))

def roots(a):
    s = math.sqrt(1 - 4 / a)
    return a * (1 - s) / 2, a * (1 + s) / 2

def x_of(th, a):
    return a * (th - 1) / th**2

def rd_formula(th, a):
    return math.exp(ln_r(th, a)) * (1 - x_of(th, a)) / (1 + x_of(th, a))

def rd_numeric(lnj, a):
    return math.exp(ln_v(lnj, a) - lnj) * slope(lnj, a)

# symbolic: logarithmic slope and series of the lower root
t, A, M, ep = sp.symbols("t A M ep", positive=True)
rs_ = t**(-M) * sp.exp(A * (1 / t - 1))
V2, I2 = (t - 1) * rs_, (t - 1) / rs_
xs = (t - 1) * (A / t**2 + M / t)
dv, di = sp.simplify(sp.diff(V2, t) / V2), sp.simplify(sp.diff(I2, t) / I2)
assert sp.simplify(dv / di - (1 - xs) / (1 + xs)) == 0
it = sp.Integer(1)
for _ in range(5):
    it = sp.expand(1 + ep * it**2)
ser = sp.expand(sp.series((1 - sp.sqrt(1 - 4 * ep)) / (2 * ep), ep, 0, 5).removeO())
coef = [int(it.coeff(ep, n)) for n in range(5)]
assert coef == [int(ser.coeff(ep, n)) for n in range(5)] == [1, 1, 2, 5, 14]

# example parameters
T0, Ea, R0, Rth, Rs = 300.0, 0.30, 1e6, 1e7, 1e4
a0 = Ea / (kB * T0); eps = 1 / a0
Iu, Vu = math.sqrt(T0 / (Rth * R0)), math.sqrt(T0 * R0 / Rth)

# turning points, bounds, conductance gain, threshold voltage expansion
table = []
for a in (4.2, 5.0, 6.0, 8.0, a0, 20.0, 30.0):
    lo, hi = turning(a)
    tl, tu = theta_at(lo, a), theta_at(hi, a)
    fl, fu = roots(a)
    assert abs(tl / fl - 1) < 1e-6 and abs(tu / fu - 1) < 1e-6
    assert abs(tl + tu - a) < 1e-5 * a
    assert abs((lo - ln_v(lo, a)) - tl) < 1e-5 and abs((hi - ln_v(hi, a)) - tu) < 1e-4
    ratio = (tl - 1) * a
    assert 1 < ratio < 4 and abs(ratio - tl**2) < 1e-5
    if a > 11:
        assert abs(a * math.e * math.exp(2 * ln_v(lo, a)) - 1 - 1 / a) < 3 / a**2
    if a == 30.0:
        rest = tl - 1 - (1 / a + 2 / a**2 + 5 / a**3)
        assert 1.0 < rest / (14 / a**4) < 1.2
    table.append((a, ratio))
assert all(p[1] > q[1] for p, q in zip(table, table[1:]))

# differential resistance at arbitrary currents
for a in (2.0, 3.9, a0):
    for lnj in (-2.0, -0.3, 1.0, 3.0, 7.0):
        th = theta_at(lnj, a)
        assert abs(rd_numeric(lnj, a) - rd_formula(th, a)) < 1e-6 * math.exp(ln_r(th, a))

# critical activation energy from the vanishing of the smallest numerical slope
crit = {}
for m in (-0.5, 0.0, 0.5):
    crit[m] = brentq(lambda a: min_slope(a, m)[1], 1.5, 8.0, xtol=1e-10)
    assert abs(crit[m] - (1 + math.sqrt(1 - m))**2) < 1e-6
th_crit = theta_at(min_slope(4.0)[0], 4.0)
assert abs(th_crit - 2) < 1e-3   # position of a flat minimum, hence the looser tolerance
assert min_slope(3.9)[1] > 0 > min_slope(4.1)[1]
for a in (0.2, a0):              # m > 1: NDR even for small Ea
    m = 1.5
    th15 = theta_at(brentq(slope, -6, 6, args=(a, m)), a, m)
    assert abs(th15 / (-(a - m) + math.sqrt((a - m)**2 + 4 * (m - 1) * a)) * 2 * (m - 1) - 1) < 1e-6

# carrier density of a parabolic band with pinned Fermi level (E = s^2)
dens = lambda T: quad(lambda s: 2 * s * s / (math.exp((s * s + Ea) / (kB * T)) + 1),
                      0, 1.5, epsabs=0, epsrel=1e-11, limit=200)[0]
dln = (math.log(dens(T0 + 0.1)) - math.log(dens(T0 - 0.1))) / 0.2
assert abs(dln / (Ea / (kB * T0**2) + 1.5 / T0) - 1) < 1e-4

# number of steady states at fixed voltage
def count(v, a):
    u = np.linspace(-25, 25, 50001)
    f = u + a * (1 / (1 + np.exp(u)) - 1) - 2 * math.log(v)
    return int(np.sum(f[1:] * f[:-1] < 0))
tm, tp = roots(a0)
rm, rp = math.exp(ln_r(tm, a0)), math.exp(ln_r(tp, a0))
vth, vh = math.sqrt((tm - 1) * rm), math.sqrt((tp - 1) * rp)
assert [count(v, a0) for v in (0.99 * vh, 1.01 * vh, 0.99 * vth, 1.01 * vth)] == [1, 3, 3, 1]
assert all(count(v, 3.5) == 1 for v in np.linspace(0.05, 2, 60))

# time integration of the thermal equation with source vs and load rl
def rhs(_, y, vs, rl):
    r = np.exp(a0 * (1 / y - 1))
    return vs**2 * r / (r + rl)**2 - (y - 1)
hot = lambda _, y, vs, rl: y[0] - tp
hot.terminal = True
for fac, runs in ((0.99, False), (1.01, True)):
    sol = solve_ivp(rhs, (0, 300), [1.0], args=(fac * vth, 0.0), events=hot, rtol=1e-9, atol=1e-11)
    assert (sol.status == 1) == runs and (runs or sol.y[0, -1] < tm)
thq = 1.5; rq = math.exp(ln_r(thq, a0)); jq = math.sqrt((thq - 1) / rq)
rdq = rd_numeric(math.log(jq), a0); rates = []
for rl in (0.0, -0.5 * rdq, -0.95 * rdq, -1.05 * rdq, -2 * rdq, 1e4):
    sol = solve_ivp(rhs, (0, 0.5), [thq + 1e-5, thq - 1e-5], args=(jq * (rq + rl), rl),
                    method="DOP853", rtol=1e-12, atol=1e-14)
    lam = math.log((sol.y[0, -1] - sol.y[1, -1]) / 2e-5) / 0.5
    assert abs(lam - (-1 + x_of(thq, a0) * (rq - rl) / (rq + rl))) < 1e-4
    assert (lam < 0) == (rl + rdq > 0)
    rates.append(lam)

# series resistor
lo, hi = turning(a0)
best = minimize_scalar(rd_numeric, bounds=(lo, hi), args=(a0,), method="bounded",
                       options={"xatol": 1e-7})
th_best = theta_at(best.x, a0)
assert abs(best.fun / min(rd_formula(q, a0) for q in np.linspace(tm, tp, 40001)) - 1) < 1e-5
rs = Rs / R0; term = []
for (p, q), (c, d) in (((lo, best.x), (tm, th_best)), ((best.x, hi), (th_best, tp))):
    lj = brentq(lambda z: rd_numeric(z, a0) + rs, p, q)
    tf = brentq(lambda z: rd_formula(z, a0) + rs, c, d)
    assert abs(theta_at(lj, a0) / tf - 1) < 1e-6
    term.append((tf * T0, math.exp(lj) * Iu, (math.exp(ln_v(lj, a0)) + rs * math.exp(lj)) * Vu))
for fac, mono in ((0.98, False), (1.02, True)):
    vt = [math.exp(ln_v(z, a0)) - fac * best.fun * math.exp(z) for z in np.linspace(-3, 7, 1001)]
    assert bool(np.all(np.diff(vt) > 0)) == mono

def show(label, val, unit=""):
    print(f"{label} = {val:.5g} {unit}".rstrip())
show("T0", T0, "K"); show("Ea", Ea, "eV"); show("R0", R0, "ohm"); show("Rth", Rth, "K/W")
show("kT0", kB * T0, "eV"); show("4kT0", 4 * kB * T0, "eV")
show("Ea/kT0", a0); show("eps", eps); show("sqrt(1-4eps)", math.sqrt(1 - 4 * eps))
show("Ea/k", Ea / kB, "K"); show("largest x = Ea/4kT0", x_of(2.0, a0))
show("R at infinite T", R0 * math.exp(-a0), "ohm")
print("series coefficients of theta- in eps:", coef)
for n in (1, 2, 3, 4):
    show(f"rise, series to order {n}", T0 * sum(coef[i] * eps**i for i in range(1, n + 1)), "K")
show("theta-", tm); show("threshold T", tm * T0, "K"); show("exact rise", (tm - 1) * T0, "K")
show("exact rise/(kT0^2/Ea)", (tm - 1) * a0)
show("G/G0 at threshold", 1 / rm); show("R at threshold", rm * R0, "ohm")
show("P at threshold", (tm - 1) * T0 / Rth * 1e6, "uW")
show("V at threshold", vth * Vu, "V"); show("I at threshold", vth / rm * Iu * 1e6, "uA")
show("V threshold, leading order", Vu * math.sqrt(eps / math.e), "V")
show("V threshold, with (1+eps)", Vu * math.sqrt(eps * (1 + eps) / math.e), "V")
show("holding T", tp * T0, "K"); show("holding R", rp * R0, "ohm")
show("holding V", vh * Vu, "V"); show("holding I", vh / rp * Iu * 1e6, "uA")
show("most negative dV/dI", best.fun * R0, "ohm"); show("  reached at T", th_best * T0, "K")
show("series Rs", Rs, "ohm")
for name, (T, I, V) in zip(("threshold", "holding"), term):
    print(f"terminal {name}: T = {T:.2f} K, I = {I*1e6:.4g} uA, V = {V:.4g} V")
print(f"at T = {thq*T0:.0f} K: x = {x_of(thq, a0):.4f}, R = {rq*R0:.5g} ohm, dV/dI = {rdq*R0:.5g} ohm")
print(f"  lambda*tau: voltage bias {rates[0]:.4f}, current bias {rates[-1]:.4f}")
for a, ratio in table:
    print(f"Ea/kT0 = {a:.4g}: rise/(kT0^2/Ea) = {ratio:.4f}")
for m, c in crit.items():
    print(f"m = {m:+.1f}: critical Ea/kT0 = {c:.5f}")
show("T/T0 of inflection at Ea = 4kT0", round(th_crit, 3))
show("onset rise for m = 3/2", (th15 - 1) * T0, "K")
show("dln n/dT, quadrature", dln, "1/K")
show("Ea/kT0^2 + 3/(2T0)", Ea / (kB * T0**2) + 1.5 / T0, "1/K")
print("all assertions hold")
```

Printed output:

```
T0 = 300 K
Ea = 0.3 eV
R0 = 1e+06 ohm
Rth = 1e+07 K/W
kT0 = 0.025852 eV
4kT0 = 0.10341 eV
Ea/kT0 = 11.605
eps = 0.086173
sqrt(1-4eps) = 0.80951
Ea/k = 3481.4 K
largest x = Ea/4kT0 = 2.9011
R at infinite T = 9.1248 ohm
series coefficients of theta- in eps: [1, 1, 2, 5, 14]
rise, series to order 1 = 25.852 K
rise, series to order 2 = 30.308 K
rise, series to order 3 = 31.267 K
rise, series to order 4 = 31.499 K
theta- = 1.1053
threshold T = 331.58 K
exact rise = 31.581 K
exact rise/(kT0^2/Ea) = 1.2216
G/G0 at threshold = 3.02
R at threshold = 3.3112e+05 ohm
P at threshold = 3.1581 uW
V at threshold = 1.0226 V
I at threshold = 3.0883 uA
V threshold, leading order = 0.97521 V
V threshold, with (1+eps) = 1.0164 V
holding T = 3149.8 K
holding R = 27.557 ohm
holding V = 0.088618 V
holding I = 3215.8 uA
most negative dV/dI = -34174 ohm
  reached at T = 356.07 K
series Rs = 10000 ohm
terminal threshold: T = 334.28 K, I = 3.357 uA, V = 1.055 V
terminal holding: T = 444.67 K, I = 25.12 uA, V = 0.8271 V
at T = 450 K: x = 2.5788, R = 20897 ohm, dV/dI = -9218.5 ohm
  lambda*tau: voltage bias 1.5788, current bias -3.5788
Ea/kT0 = 4.2: rise/(kT0^2/Ea) = 2.6953
Ea/kT0 = 5: rise/(kT0^2/Ea) = 1.9098
Ea/kT0 = 6: rise/(kT0^2/Ea) = 1.6077
Ea/kT0 = 8: rise/(kT0^2/Ea) = 1.3726
Ea/kT0 = 11.6: rise/(kT0^2/Ea) = 1.2216
Ea/kT0 = 20: rise/(kT0^2/Ea) = 1.1146
Ea/kT0 = 30: rise/(kT0^2/Ea) = 1.0728
m = -0.5: critical Ea/kT0 = 4.94949
m = +0.0: critical Ea/kT0 = 4.00000
m = +0.5: critical Ea/kT0 = 2.91421
T/T0 of inflection at Ea = 4kT0 = 2
onset rise for m = 3/2 = 26.907 K
dln n/dT, quadrature = 0.043682 1/K
Ea/kT0^2 + 3/(2T0) = 0.043682 1/K
all assertions hold
```
